# Fang-Howard energy in a linear potential and its variational error: a numerical check

```python
"""Fang-Howard estimate for an electron in V(z) = e F z with a hard wall at z = 0.

Result under test: the trial function z exp(-b z/2) has the least energy
(3/4) 6^(2/3) E0, reached at b = 6^(1/3)/l, about 5.9 percent above the exact
ground energy eps1 E0, where -eps1 is the first zero of the Airy function Ai.
  l  = (hbar^2 / (2 m e F))^(1/3)    length unit
  E0 = e F l                        energy unit
  m  = mass normal to the surface,  F = constant field
Reduced variables: x = z/l, beta = b l, eps = E/E0.
Dimensional work uses eV and nm; the field is then in V/nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, ai_zeros

# ---------- trial functions x exp(-(b x)^p / 2), p = 1 is Fang-Howard ----------


def trial_parts(b, p=1.0):
    """Kinetic energy and mean x by quadrature, in reduced units."""
    top = 60.0 / b
    def envelope(x):
        return np.exp(-(b * x) ** p)
    def slope_squared(x):
        return envelope(x) * (1 - 0.5 * p * (b * x) ** p) ** 2
    norm = quad(lambda x: x**2 * envelope(x), 0, top, limit=200)[0]
    kinetic = quad(slope_squared, 0, top, limit=200)[0] / norm
    mean_x = quad(lambda x: x**3 * envelope(x), 0, top, limit=200)[0] / norm
    return kinetic, mean_x


for b_test in (0.7, 1.5, 3.0):
    kinetic, mean_x = trial_parts(b_test)
    assert abs(kinetic - b_test**2 / 4) < 1e-7
    assert abs(mean_x - 3 / b_test) < 1e-7

beta = 6 ** (1 / 3)
eps_fh = 0.75 * 6 ** (2 / 3)
search = minimize_scalar(lambda b: sum(trial_parts(b)), bounds=(0.5, 5),
                         method="bounded", options={"xatol": 1e-7})
assert abs(search.fun - eps_fh) < 1e-7
assert abs(search.x - beta) < 1e-3
better = minimize_scalar(lambda b: sum(trial_parts(b, 1.5)), bounds=(0.3, 4),
                         method="bounded", options={"xatol": 1e-7})

# ---------- exact level from the power series of psi'' = y psi ----------
mp.mp.dps = 40


def series_pair(y):
    """f with f(0)=1, f'(0)=0 and g with g(0)=0, g'(0)=1."""
    y = mp.mpf(y)
    term_f, term_g = mp.mpf(1), y
    f, g = term_f, term_g
    for k in range(1, 120):
        term_f *= y**3 / ((3 * k - 1) * (3 * k))
        term_g *= y**3 / ((3 * k) * (3 * k + 1))
        f += term_f
        g += term_g
    return f, g


r_decay = mp.cbrt(3) * mp.gamma(mp.mpf(2) / 3) / mp.gamma(mp.mpf(1) / 3)
f_far, g_far = series_pair(10)
assert abs(f_far / g_far - r_decay) < 1e-12


def wall_value(eps):
    f, g = series_pair(-eps)
    return f - r_decay * g


eps1 = float(mp.findroot(wall_value, (2.2, 2.5), solver="anderson"))
f_wall, g_wall = series_pair(-eps1)
levels = -ai_zeros(80)[0]
eps2 = levels[1]
assert abs(eps1 - levels[0]) < 1e-9
excess = eps_fh / eps1 - 1
assert abs(excess - 0.059) < 0.0005


# ---------- properties of the exact state and overlap ----------
def exact_average(weight):
    def density(x):
        return airy(x - eps1)[0] ** 2
    norm = quad(density, 0, 18, limit=200)[0]
    return quad(lambda x: weight(x) * density(x), 0, 18, limit=200)[0] / norm


exact_x = exact_average(lambda x: x)
exact_x2 = exact_average(lambda x: x * x)
exact_inverse_x = exact_average(lambda x: 1 / x)
exact_tail = exact_average(lambda x: 1.0 / (1 + np.exp(-200 * (x - 4)))
                           if abs(x - 4) < 1 else float(x > 4))
assert abs(exact_x - 2 * eps1 / 3) < 1e-6
assert abs(trial_parts(beta)[1] - 2 * eps_fh / 3) < 1e-6
airy_norm = quad(lambda x: airy(x - eps1)[0] ** 2, 0, 18)[0]
overlap = quad(lambda x: np.sqrt(beta**3 / 2) * x * np.exp(-beta * x / 2)
               * airy(x - eps1)[0], 0, 18)[0] / np.sqrt(airy_norm)
deficit = 1 - overlap**2
deficit_bound = (eps_fh - eps1) / (eps2 - eps1)
assert 0 < deficit < deficit_bound
fh_tail = quad(lambda x: beta**3 / 2 * x**2 * np.exp(-beta * x), 4, 40)[0]
assert fh_tail > 2 * exact_tail
better_excess = better.fun / eps1 - 1
assert 0 < better_excess < excess / 5

# ---------- germanium (111) example, rough typical parameters ----------
hb2_2m0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
eps0 = const.epsilon_0 / const.e * 1e-9                         # e/(V nm)
m_long, m_trans = 1.6, 0.082
k_ge, k_ox = 16.0, 6.0
field = 0.01                                                    # V/nm
acceptors = 1e17 * 1e-21                                        # nm^-3
barrier, m_ox = 2.0, 0.3
gap, n_intrinsic = 0.66, 2e13
temperature = 300.0
k_b = const.k / const.e
kT = k_b * temperature


def units(mass, f):
    length = (hb2_2m0 / (mass * f)) ** (1 / 3)
    return length, f * length


length, E0 = units(m_long, field)
b_opt = beta / length
E_fh, E_exact = eps_fh * E0, eps1 * E0
error = E_fh - E_exact


def grid_ground(mass, potential, box=25.0, points=4000):
    """Lowest level of the dimensional Hamiltonian by finite differences."""
    z = np.linspace(0, box, points + 2)[1:-1]
    hop = hb2_2m0 / mass / (z[1] - z[0]) ** 2
    return eigh_tridiagonal(2 * hop + potential(z), -hop * np.ones(points - 1),
                            eigvals_only=True, select="i", select_range=(0, 0))[0]


def dimensional_fh(mass, f):
    def energy(b):
        kinetic, mean_z = trial_parts(b)
        return hb2_2m0 / mass * kinetic + f * mean_z
    return minimize_scalar(energy, bounds=(0.2, 6), method="bounded").fun


for mass, f in ((m_long, field), (0.1, 0.05)):
    ratio = dimensional_fh(mass, f) / grid_ground(mass, lambda z: f * z)
    assert abs(ratio - 1 - excess) < 1e-4
grid_linear = grid_ground(m_long, lambda z: field * z)
assert abs(grid_linear / E_exact - 1) < 1e-4

# ---------- neglected: curvature of the depletion potential ----------
width = k_ge * eps0 * field / acceptors
bending = field * width / 2
threshold_bending = 2 * kT * np.log(1e17 / n_intrinsic)
curvature = grid_ground(
    m_long, lambda z: field * (z - z**2 / (2 * width))) - grid_linear
curvature_first = -field * exact_x2 * length**2 / (2 * width)
assert abs(curvature / curvature_first - 1) < 0.08   # second order is left out

# ---------- neglected: Hartree potential of the inversion charge ----------
z = np.linspace(0, 40 / b_opt, 40001)
density = b_opt**3 / 2 * z**2 * np.exp(-b_opt * z)
charge_beyond = 1 - cumulative_trapezoid(density, z, initial=0)
unit_potential = cumulative_trapezoid(charge_beyond, z, initial=0)
hartree_length = trapezoid(density * unit_potential, z)
assert abs(hartree_length * b_opt - 33 / 16) < 1e-4
sheet = acceptors * kT / field                                  # nm^-2
hartree = sheet / (k_ge * eps0) * hartree_length
sheet_equal = error * k_ge * eps0 / hartree_length

# ---------- neglected: penetration into the oxide ----------
kappa = np.sqrt(m_ox * barrier / hb2_2m0)
wall_shift = m_ox / m_long / kappa


def matching(eps):
    decay = np.sqrt(m_ox * (barrier - eps * E0) / hb2_2m0)
    ai, ai_slope = airy(-eps)[:2]
    return ai * decay * length * m_long / m_ox - ai_slope


penetration = (brentq(matching, 2.0, eps1) - eps1) * E0
assert abs(penetration / (-field * wall_shift) - 1) < 0.03  # leading order in shift

# ---------- neglected: image potential, thick oxide ----------
image_c = (k_ge - k_ox) / (16 * np.pi * eps0 * k_ge * (k_ge + k_ox))
image = grid_ground(m_long, lambda z: field * z + image_c / z) - grid_linear
image_first = image_c * exact_inverse_x / length
assert 0.8 * image_first < image < image_first

# ---------- neglected: other subbands and the three tilted valleys ----------
axis_cos = 1 / 3
axis = np.array([np.sqrt(1 - axis_cos**2), 0, axis_cos])
inverse_mass = (np.eye(3) / m_trans
                + (1 / m_long - 1 / m_trans) * np.outer(axis, axis))
m_tilted = 1 / inverse_mass[2, 2]
in_plane = inverse_mass[:2, :2] - m_tilted * np.outer(inverse_mass[:2, 2],
                                                     inverse_mass[2, :2])
dos_tilted = 1 / np.sqrt(np.linalg.det(in_plane))
assert abs(dos_tilted - np.sqrt(m_long * m_trans**2 / m_tilted)) < 1e-10
E0_tilted = units(m_tilted, field)[1]


def lowest_fraction(T):
    thermal = k_b * T
    normal = m_trans * np.exp(-(levels * E0 - E_exact) / thermal)
    tilted = 3 * dos_tilted * np.exp(-(levels * E0_tilted - E_exact) / thermal)
    return normal[0] / (normal.sum() + tilted.sum())


# ---------- output ----------
def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("optimal beta = b l", beta, 5)
show("Fang-Howard energy / E0", eps_fh, 5)
show("series limit r = f/g", float(r_decay), 6)
show("f at y = -eps1", float(f_wall), 6)
show("g at y = -eps1", float(g_wall), 6)
show("exact ground energy eps1", eps1, 5)
show("exact second level eps2", eps2, 5)
show("excess of Fang-Howard energy", 100 * excess, 2, "percent")
show("mean x, Fang-Howard", 3 / beta, 4)
show("mean x, exact", exact_x, 4)
show("squared overlap with exact state", overlap**2, 4)
show("1 - squared overlap", deficit, 4)
show("upper bound on that deficit", deficit_bound, 4)
show("probability beyond x = 4, Fang-Howard", fh_tail, 4)
show("probability beyond x = 4, exact", exact_tail, 4)
show("energy / E0 with 3/2-power exponent", better.fun, 5)
show("its excess", 100 * better_excess, 2, "percent")
print("Ge (111) example, rough parameters")
show("normal mass", m_long, 2, "m0")
show("transverse mass", m_trans, 3, "m0")
show("Ge relative permittivity", k_ge, 0)
show("field", field * 10, 2, "MV/cm")
print(f"acceptor density: {acceptors * 1e21:.1e} cm^-3")
show("length l", length, 3, "nm")
show("energy unit E0", E0 * 1e3, 2, "meV")
show("optimal b", b_opt, 3, "nm^-1")
show("Fang-Howard energy", E_fh * 1e3, 2, "meV")
show("exact energy", E_exact * 1e3, 2, "meV")
show("grid energy", grid_linear * 1e3, 2, "meV")
show("variational error", error * 1e3, 2, "meV")
show("mean depth, Fang-Howard", 3 / b_opt, 3, "nm")
show("mean depth, exact", exact_x * length, 3, "nm")
show("depletion width", width, 1, "nm")
show("band bending", bending, 3, "eV")
show("threshold bending at 300 K", threshold_bending, 3, "eV")
show("Ge gap (rough input)", gap, 2, "eV")
show("depletion curvature shift", curvature * 1e3, 2, "meV")
print(f"classical threshold sheet density: {sheet * 1e14:.2e} cm^-2")
show("Hartree shift at that density", hartree * 1e3, 2, "meV")
print(f"density where Hartree = error: {sheet_equal * 1e14:.2e} cm^-2")
show("oxide barrier (rough input)", barrier, 1, "eV")
show("oxide mass (rough input)", m_ox, 1, "m0")
show("penetration shift", penetration * 1e3, 2, "meV")
show("oxide relative permittivity (rough input)", k_ox, 0)
show("image shift", image * 1e3, 2, "meV")
show("thermal energy at 300 K", kT * 1e3, 2, "meV")
show("gap to second subband", (eps2 - eps1) * E0 * 1e3, 2, "meV")
show("normal mass, tilted valleys", m_tilted, 4, "m0")
show("lowest level, tilted valleys", eps1 * E0_tilted * 1e3, 1, "meV")
show("lowest-subband share at 300 K", 100 * lowest_fraction(300), 1, "percent")
show("lowest-subband share at 77 K", 100 * lowest_fraction(77), 1, "percent")
print("tests ok")
```

Running it gives:

```
optimal beta = b l: 1.81712
Fang-Howard energy / E0: 2.47645
series limit r = f/g: 0.729011
f at y = -eps1: -0.369104
g at y = -eps1: -0.506307
exact ground energy eps1: 2.33811
exact second level eps2: 4.08795
excess of Fang-Howard energy: 5.92 percent
mean x, Fang-Howard: 1.6510
mean x, exact: 1.5587
squared overlap with exact state: 0.9673
1 - squared overlap: 0.0327
upper bound on that deficit: 0.0791
probability beyond x = 4, Fang-Howard: 0.0242
probability beyond x = 4, exact: 0.0022
energy / E0 with 3/2-power exponent: 2.34723
its excess: 0.39 percent
Ge (111) example, rough parameters
normal mass: 1.60 m0
transverse mass: 0.082 m0
Ge relative permittivity: 16
field: 0.10 MV/cm
acceptor density: 1.0e+17 cm^-3
length l: 1.335 nm
energy unit E0: 13.35 meV
optimal b: 1.361 nm^-1
Fang-Howard energy: 33.07 meV
exact energy: 31.22 meV
grid energy: 31.22 meV
variational error: 1.85 meV
mean depth, Fang-Howard: 2.205 nm
mean depth, exact: 2.081 nm
depletion width: 88.4 nm
band bending: 0.442 eV
threshold bending at 300 K: 0.440 eV
Ge gap (rough input): 0.66 eV
depletion curvature shift: -0.30 meV
classical threshold sheet density: 2.59e+10 cm^-2
Hartree shift at that density: 0.44 meV
density where Hartree = error: 1.08e+11 cm^-2
oxide barrier (rough input): 2.0 eV
oxide mass (rough input): 0.3 m0
penetration shift: -0.48 meV
oxide relative permittivity (rough input): 6
image shift: 6.01 meV
thermal energy at 300 K: 25.85 meV
gap to second subband: 23.37 meV
normal mass, tilted valleys: 0.0917 m0
lowest level, tilted valleys: 81.0 meV
lowest-subband share at 300 K: 25.8 percent
lowest-subband share at 77 K: 96.3 percent
tests ok
```
